# Pendry's bound on heat flow and the cooling power of coherent refrigerators: verification in Python

```python
"""
Result under test: the heat current J out of a reservoir at temperature T through
N coherent channels obeys J <= N*pi^2*k^2*T^2/(6h).  An undriven two-terminal
refrigerator is limited to half of this; a three-terminal one can approach it all.
Symbols: x = (E - mu_C)/(k T_C), v = eV/(k T_C), theta = T_H/T_C,
nu = density of states of the cold reservoir, spin included.
Dimensionless heat currents are in units of (k T_C)^2/h per channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import block_diag
from scipy.optimize import brentq, linear_sum_assignment
from scipy.special import expit, spence

PENDRY = np.pi**2 / 6


def fermi(y):
    return expit(-y)


# --- Integrals for the fermionic and bosonic bounds ---
fermion_integral = 2 * quad(lambda x: x * fermi(x), 0, 60)[0]
boson_integral = quad(lambda x: x / np.expm1(x) if x > 0 else 1.0, 0, 60)[0]
assert abs(fermion_integral - PENDRY) < 1e-8
assert abs(boson_integral - PENDRY) < 1e-8

# --- Lattice dynamics: thermal half-chain joined to a zero-temperature one ---
# Units: hopping = hbar = 1, hence h = 2 pi; mu = 0 on both sides.
half_length, lattice_kT = 300, 0.1
hop = -np.ones(half_length - 1)
h_half = np.diag(hop, 1) + np.diag(hop, -1)
e_half, w_half = np.linalg.eigh(h_half)
rho_thermal = (w_half * fermi(e_half / lattice_kT)) @ w_half.T
rho_ground = (w_half * (e_half < 0)) @ w_half.T
rho_start = block_diag(rho_thermal, rho_ground)
h_full = block_diag(h_half, h_half)
h_full[half_length - 1, half_length] = -1
h_full[half_length, half_length - 1] = -1
e_full, w_full = np.linalg.eigh(h_full)
rho_modes = w_full.T @ rho_start @ w_full


def thermal_side_energy(time):
    phase = np.exp(-1j * e_full * time)
    rho_t = phase[:, None] * rho_modes * phase.conj()[None, :]
    rows = w_full[:half_length]
    rho_left = rows @ rho_t @ rows.T
    return np.sum(h_half * rho_left.T).real


time_1, time_2 = 60.0, 240.0  # before any signal returns from the chain ends
lattice_flow = (thermal_side_energy(time_1) - thermal_side_energy(time_2)) / (
    time_2 - time_1)
lattice_bound = PENDRY * lattice_kT**2 / (2 * np.pi)
# 1%: finite chain length and decaying switching transients
assert abs(lattice_flow / lattice_bound - 1) < 0.01

# --- Undriven two-terminal refrigerators: best transmission at each energy ---
dx = 0.005
x_grid = dx * np.arange(-8000, 8001)
f_cold = fermi(x_grid)


def best_two_terminal(v, theta):
    """Hot chemical potential lies v below that of the cold reservoir."""
    gain = x_grid * (f_cold - fermi((x_grid + v) / theta))
    return np.sum(np.maximum(gain, 0)) * dx


scan = [best_two_terminal(v, th) for th in (1.0, 1.5, 2.0, 4.0)
        for v in np.linspace(-60, 60, 61)]
two_terminal_max = max(scan)
assert two_terminal_max < PENDRY / 2 + 1e-5  # grid error is about 1e-6
assert two_terminal_max > 0.999 * PENDRY / 2
assert best_two_terminal(0.0, 2.0) < 1e-12   # no bias, no cooling

# --- Driven scattering: optimum over energy-shifting permutations, no bias ---
step = 0.1
x_out = step * (np.arange(-200, 200) + 0.5)
x_hot = step * (np.arange(-600, 600) + 0.5)
incoming = np.concatenate([fermi(x_out), fermi(x_hot / 2.0)])
returned_energy = np.outer(x_out, incoming)
row, col = linear_sum_assignment(returned_energy)
driven_max = step * (np.sum(x_out * fermi(x_out))
                     - returned_energy[row, col].sum())
assert abs(driven_max / PENDRY - 1) < 1e-3   # energy-grid error


# --- Three-terminal refrigerator with sharp separation at mu_C ---
def three_terminal_quadrature(v, theta):
    """Heat out of C, particle flow out of C above and below mu_C."""
    def above(x):
        return fermi(x) - fermi((x + v) / theta)

    def below(x):
        return fermi(x) - fermi((x - v) / theta)
    top = 60 * theta + v
    opts = dict(limit=300, epsabs=1e-11)
    pts_up, pts_dn = [5, 20, v + 1], [-5, -20, -v - 1]
    heat = (quad(lambda x: x * above(x), 0, top, points=pts_up, **opts)[0]
            + quad(lambda x: x * below(x), -top, 0, points=pts_dn, **opts)[0])
    n_up = quad(above, 0, top, points=pts_up, **opts)[0]
    n_dn = quad(below, -top, 0, points=pts_dn, **opts)[0]
    return heat, n_up, n_dn


def heat_formula(v, theta):
    dilog = spence(1 + np.exp(-v / theta))   # Li2(-exp(-v/theta))
    return 2 * (np.pi**2 / 12 + theta**2 * dilog)


def power_formula(v, theta):
    return 2 * v * (np.log(2) - theta * np.log1p(np.exp(-v / theta)))


def window_heat(v, theta):
    """Both legs open only where the exchange removes heat from C."""
    edge = v / (theta - 1)
    return 2 * quad(lambda x: x * (fermi(x) - fermi((x + v) / theta)),
                    0, edge, limit=300)[0]


for theta in (1.0, 1.5, 2.0):
    for v in (3.0, 8.0, 25.0):
        heat, n_up, n_dn = three_terminal_quadrature(v, theta)
        assert abs(heat - heat_formula(v, theta)) < 1e-7
        assert abs(n_up + n_dn) < 1e-8       # no charge accumulates in C
        assert abs(v * (n_up - n_dn) - power_formula(v, theta)) < 1e-6
        assert heat < PENDRY
        if theta > 1:
            assert abs(window_heat(v, theta)
                       - 2 * best_two_terminal(v, theta)) < 2e-5
assert abs(heat_formula(60.0, 2.0) / PENDRY - 1) < 1e-9

# --- Fastest cooling of a reservoir made of explicit discrete levels ---
# Units: initial kT = 1, h = 1, N = 1.
nu_test = 50.0
levels = (np.arange(3000) + 0.5) / nu_test


def level_energy(kT):
    return 2 * np.sum(levels * fermi(levels / kT))


def cooling_rate(time, kT):
    d = 1e-4
    capacity = (level_energy(kT[0] + d) - level_energy(kT[0] - d)) / (2 * d)
    return [-fermion_integral * kT[0]**2 / capacity]


assert abs(level_energy(1.0) / (PENDRY * nu_test) - 1) < 1e-3
run = solve_ivp(cooling_rate, (0, 2 * nu_test), [1.0], rtol=1e-8, atol=1e-10)
final_kT = run.y[0, -1]
assert abs(final_kT / np.exp(-1) - 1) < 2e-3  # discrete level spacing

# --- Worked example ---
T_cold, T_hot, channels = 0.1, 0.2, 2
nu_per_eV = 1e9
theta = T_hot / T_cold
kT_joule = const.k * T_cold
kT_ueV = kT_joule / const.e * 1e6
unit_fW = kT_joule**2 / const.h * 1e15
bound_fW = channels * PENDRY * unit_fW
coefficient = PENDRY * const.k**2 / const.h * 1e12
v_min = brentq(lambda v: heat_formula(v, theta), 0.01, 20)
carnot = T_cold / (T_hot - T_cold)
h_nu_us = const.h / const.e * nu_per_eV * 1e6
halving_us = 2 * h_nu_us / channels * np.log(2)
stored_eV = PENDRY * nu_per_eV * (kT_ueV * 1e-6)**2

print(f"Fermion integral (both sides of mu): {fermion_integral:.6f}")
print(f"Boson integral: {boson_integral:.6f}")
print(f"pi^2/6: {PENDRY:.6f}")
print(f"Lattice: sites per half {half_length}, kT {lattice_kT} hopping")
print(f"Lattice time window: {time_1:.0f} to {time_2:.0f} hbar/hopping")
print(f"Lattice heat flow: {lattice_flow:.6f} hopping^2/hbar")
print(f"Lattice bound: {lattice_bound:.6f} hopping^2/hbar")
print(f"Lattice flow / bound: {lattice_flow / lattice_bound:.4f}")
print(f"Two-terminal scan maximum / bound: {two_terminal_max / PENDRY:.5f}")
print(f"Driven unbiased optimum / bound: {driven_max / PENDRY:.5f}")
print(f"Level test: final T/initial T {final_kT:.5f}")
print(f"Level test: exponential law {np.exp(-1):.5f}")
print(f"Cold temperature: {T_cold} K")
print(f"Hot temperature: {T_hot} K")
print(f"Channels N (spin included): {channels}")
print(f"k T_C: {kT_ueV:.4f} micro-eV")
print(f"Bound coefficient per channel: {coefficient:.4f} pW/K^2")
print(f"Bound per channel at T_C: {bound_fW / channels:.4f} fW")
print(f"Bound for N channels: {bound_fW:.4f} fW")
print(f"Two-terminal limit for N channels: {bound_fW / 2:.4f} fW")
print(f"Smallest cooling bias, high-pass design: {v_min * kT_ueV:.2f} microvolt")
print(f"Carnot coefficient of performance: {carnot:.3f}")
for bias_uV in (50, 100, 200):
    v = bias_uV / kT_ueV
    J = channels * heat_formula(v, theta) * unit_fW
    J_window = channels * window_heat(v, theta) * unit_fW
    P = channels * power_formula(v, theta) * unit_fW
    assert J <= J_window + 1e-6 and J_window < bound_fW
    assert 0 < J / P < carnot
    print(f"Bias {bias_uV} microvolt on each hot terminal, v = {v:.4f}:")
    print(f"  cooling power, high-pass: {J:.4f} fW")
    print(f"  fraction of bound: {J / bound_fW:.4f}")
    print(f"  cooling power, best window: {J_window:.4f} fW")
    print(f"  electrical input, high-pass: {P:.3f} fW")
    print(f"  coefficient of performance, high-pass: {J / P:.4f}")
print(f"Density of states nu: {nu_per_eV:.1e} per eV")
print(f"Thermal energy at T_C: {stored_eV:.4f} eV")
print(f"h nu: {h_nu_us:.4f} microseconds")
print(f"Shortest time to halve T_C: {halving_us:.4f} microseconds")
print("PASS")
```

Printed output:

```
Fermion integral (both sides of mu): 1.644934
Boson integral: 1.644934
pi^2/6: 1.644934
Lattice: sites per half 300, kT 0.1 hopping
Lattice time window: 60 to 240 hbar/hopping
Lattice heat flow: 0.002619 hopping^2/hbar
Lattice bound: 0.002618 hopping^2/hbar
Lattice flow / bound: 1.0002
Two-terminal scan maximum / bound: 0.50000
Driven unbiased optimum / bound: 1.00025
Level test: final T/initial T 0.36788
Level test: exponential law 0.36788
Cold temperature: 0.1 K
Hot temperature: 0.2 K
Channels N (spin included): 2
k T_C: 8.6173 micro-eV
Bound coefficient per channel: 0.4732 pW/K^2
Bound per channel at T_C: 4.7322 fW
Bound for N channels: 9.4643 fW
Two-terminal limit for N channels: 4.7322 fW
Smallest cooling bias, high-pass design: 26.39 microvolt
Carnot coefficient of performance: 1.000
Bias 50 microvolt on each hot terminal, v = 5.8023:
  cooling power, high-pass: 6.9684 fW
  fraction of bound: 0.7363
  cooling power, best window: 7.2740 fW
  electrical input, high-pass: 39.135 fW
  coefficient of performance, high-pass: 0.1781
Bias 100 microvolt on each hot terminal, v = 11.6045:
  cooling power, high-pass: 9.3254 fW
  fraction of bound: 0.9853
  cooling power, best window: 9.3269 fW
  electrical input, high-pass: 91.754 fW
  coefficient of performance, high-pass: 0.1016
Bias 200 microvolt on each hot terminal, v = 23.2090:
  cooling power, high-pass: 9.4639 fW
  fraction of bound: 1.0000
  cooling power, best window: 9.4639 fW
  electrical input, high-pass: 185.115 fW
  coefficient of performance, high-pass: 0.0511
Density of states nu: 1.0e+09 per eV
Thermal energy at T_C: 0.1222 eV
h nu: 4.1357 microseconds
Shortest time to halve T_C: 2.8666 microseconds
PASS
```
